# Residual error bounds for Hc = ESc: the choice of norm: a numerical check

```python
"""Residual bounds for the generalized eigenproblem H c = E S c.

Result under test: for x with x^+ S x = 1 and r = H x - theta S x,
    min_j |E_j - theta| <= eta <= ||r||_2 / sqrt(s_min),
where eta = sqrt(r^+ S^-1 r) and s_min is the smallest eigenvalue of S.
The last factor can be reached, so ||r||_2 alone can understate the error
by 1/sqrt(s_min).  gamma is the distance from theta to the second nearest
eigenvalue.  Energies are in hartree, Gaussian exponents in bohr^-2.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import cholesky, eigh, solve_triangular

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)


def s_norm(x, S):
    return np.sqrt(np.vdot(x, S @ x).real)


def dual_norm(r, S):
    """sqrt(r^+ S^-1 r) from one triangular solve."""
    L = cholesky(S, lower=True)
    return np.linalg.norm(solve_triangular(L, r, lower=True))


def analyse(H, S, x):
    """Rayleigh quotient, residual norms and true error of a trial vector."""
    x = x / s_norm(x, S)
    theta = np.vdot(x, H @ x).real
    r = H @ x - theta * (S @ x)
    E = eigh(H, S, eigvals_only=True)
    distance = np.sort(abs(E - theta))
    return dict(theta=theta, E=E, err=distance[0], gamma=distance[1],
                euclid=np.linalg.norm(r), eta=dual_norm(r, S))


def random_complex(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


# ---- random complex problems: identity, bounds, invariance ----
n, trials = 6, 300
largest_ratio = 0.0
for _ in range(trials):
    B = random_complex(n, n)
    S = B @ B.conj().T + 0.1 * np.eye(n)
    d = 1 / np.sqrt(np.diag(S).real)
    S = d[:, None] * S * d[None, :]
    A = random_complex(n, n)
    H = (A + A.conj().T) / 2
    E, C = eigh(H, S)
    s = np.linalg.eigvalsh(S)
    slack = 1e-10 * max(1.0, abs(E).max())
    x = C[:, rng.integers(n)] + 10 ** rng.uniform(-3, 0) * random_complex(n)
    x = x / s_norm(x, S)
    rayleigh = np.vdot(x, H @ x).real
    for theta in (rayleigh, rayleigh + rng.normal()):
        r = H @ x - theta * (S @ x)
        eta, euclid = dual_norm(r, S), np.linalg.norm(r)
        weights = abs(C.conj().T @ S @ x) ** 2
        spread = np.sqrt(np.sum(weights * (E - theta) ** 2))
        assert np.isclose(eta, spread, rtol=1e-7, atol=slack)
        order = np.argsort(abs(E - theta))
        k = order[0]
        err, gamma = abs(E[k] - theta), abs(E[order[1]] - theta)
        assert err <= eta + slack
        assert euclid / np.sqrt(s[-1]) <= eta + slack
        assert eta <= euclid / np.sqrt(s[0]) + slack
        rest = x - C[:, k] * np.vdot(C[:, k], S @ x)
        assert s_norm(rest, S) * gamma <= eta + slack
        if theta == rayleigh:
            assert err * gamma <= eta ** 2 + slack * max(1.0, gamma)
        largest_ratio = max(largest_ratio, err / eta)
    # a change of basis leaves eta alone but alters the Euclidean norm
    T = random_complex(n, n) + 3 * np.eye(n)
    H2, S2 = T.conj().T @ H @ T, T.conj().T @ S @ T
    H2, S2 = (H2 + H2.conj().T) / 2, (S2 + S2.conj().T) / 2
    x2 = np.linalg.solve(T, x)
    r2 = H2 @ x2 - theta * (S2 @ x2)
    assert np.isclose(dual_norm(r2, S2), eta, rtol=1e-6, atol=1e-8)
    assert not np.isclose(np.linalg.norm(r2), euclid, rtol=1e-6)
print(f"random problems: size {n}, number {trials}")
print(f"largest error/eta found: {largest_ratio:.4f}")


# ---- s Gaussians on a hydrogen nucleus ----
def gaussian_matrices(exponents):
    a = np.asarray(exponents, float)[:, None]
    b = a.T
    S = (2 * np.sqrt(a * b) / (a + b)) ** 1.5
    H = S * (3 * a * b / (a + b) - 2 * np.sqrt((a + b) / np.pi))
    return H, S


def gaussian_quadrature(a, b):
    norm = (2 * a / np.pi) ** 0.75 * (2 * b / np.pi) ** 0.75

    def density(q):
        return 4 * np.pi * norm * q * q * np.exp(-(a + b) * q * q)

    def energy(q):
        # half the product of radial slopes, plus nuclear attraction
        kinetic = 2 * a * b * q * q * density(q)
        attraction = 4 * np.pi * norm * q * np.exp(-(a + b) * q * q)
        return kinetic - attraction

    return (quad(energy, 0, np.inf, epsabs=1e-11)[0],
            quad(density, 0, np.inf, epsabs=1e-11)[0])


for pair in ((1.0, 1.0), (1.0, 0.9), (1.0, 0.5)):
    H, S = gaussian_matrices(pair)
    h_quad, s_quad = gaussian_quadrature(*pair)
    assert abs(H[0, 1] - h_quad) < 1e-8
    assert abs(S[0, 1] - s_quad) < 1e-8

# ---- worst case built on a given overlap matrix ----
S = gaussian_matrices(0.2 * 2.0 ** np.arange(5))[1]
s, U = np.linalg.eigh(S)
theta, beta, tau = -0.5, 0.05, 1.0
low, high = U[:, 0], U[:, -1]
middle = (U[:, 1:-1] * s[1:-1]) @ U[:, 1:-1].T
H = theta * S + tau * middle + beta * np.sqrt(s[0] * s[-1]) * (
    np.outer(high, low) + np.outer(low, high))
res = analyse(H, S, high)
assert abs(res["theta"] - theta) < 1e-10
assert np.isclose(res["err"], beta, rtol=1e-6)
assert np.isclose(res["err"] / res["euclid"], s[0] ** -0.5, rtol=1e-6)
print("worst case on the overlap of 5 Gaussians:")
print(f"  s_min = {s[0]:.6e}, 1/sqrt(s_min) = {s[0]**-0.5:.4f}")
print(f"  error = {res['err']:.6f} hartree")
print(f"  Euclidean residual = {res['euclid']:.6e} hartree")
print(f"  error/Euclidean residual = {res['err']/res['euclid']:.4f}")

# Euclidean normalization of x and a free shift: the factor is 1/s_min
H = theta * S + beta * s[0] * np.outer(low, low) + tau * (
    middle + s[-1] * np.outer(high, high))
r = H @ low - theta * (S @ low)
err = min(abs(eigh(H, S, eigvals_only=True) - theta))
factor = err / np.linalg.norm(r)
assert np.isclose(factor, 1 / s[0], rtol=1e-6)
print(f"  factor if x^+x = 1, free shift: {factor:.2f}")

# ---- two-orbital model that reaches the worst case ----
alpha, delta, sigma = -0.5, 0.01, 0.99
S = np.array([[1, sigma], [sigma, 1]])
H = np.array([[alpha + delta, alpha * sigma],
              [alpha * sigma, alpha - delta]])
res = analyse(H, S, np.ones(2))
s_min = np.linalg.eigvalsh(S)[0]
assert np.isclose(res["theta"], alpha)
assert np.isclose(res["err"], delta / np.sqrt(1 - sigma ** 2), rtol=1e-8)
assert np.isclose(res["euclid"], delta / np.sqrt(1 + sigma), rtol=1e-8)
assert np.isclose(res["eta"], res["err"], rtol=1e-8)
assert np.isclose(res["err"] / res["euclid"], s_min ** -0.5, rtol=1e-8)
print("two-orbital model:")
print(f"  alpha = {alpha}, Delta = {delta} hartree, sigma = {sigma}")
print(f"  s_min = {s_min:.4f}, 1/sqrt(s_min) = {s_min**-0.5:.4f}")
print(f"  eigenvalues = {res['E'][0]:.6f}, {res['E'][1]:.6f} hartree")
print(f"  Rayleigh quotient = {res['theta']:.6f} hartree")
print(f"  Euclidean residual = {res['euclid']:.6f} hartree")
print(f"  eta = {res['eta']:.6f}, error = {res['err']:.6f} hartree")
print(f"  error/Euclidean residual = {res['err']/res['euclid']:.4f}")

# ---- hydrogen atom, second exponent approaching the first ----
a = 1.0
print(f"hydrogen atom, trial = Gaussian of exponent a = {a} bohr^-2")
for b in (0.5, 0.9, 0.99, 0.999):
    H, S = gaussian_matrices((a, b))
    res = analyse(H, S, np.array([1.0, 0.0]))
    s_min = np.linalg.eigvalsh(S)[0]
    ratio = res["err"] / res["euclid"]
    assert np.isclose(abs(res["E"][0] - res["theta"]), res["err"])
    assert res["err"] <= res["eta"]
    assert ratio <= s_min ** -0.5
    assert np.isclose(res["err"] * res["gamma"], res["eta"] ** 2, rtol=1e-5)
    direct = abs(H[1, 0] - H[0, 0] * S[1, 0]) / np.sqrt(1 - S[0, 1] ** 2)
    assert np.isclose(direct, res["eta"], rtol=1e-6)
    if b >= 0.9:
        assert res["euclid"] < res["err"]
    print(f" b = {b} bohr^-2: sigma = {S[0, 1]:.8f}, s_min = {s_min:.4e}")
    print(f"  theta = {res['theta']:.6f}, E_1 = {res['E'][0]:.6f}, "
          f"E_2 = {res['E'][1]:.6f} hartree")
    print(f"  error = {res['err']:.6f}, eta = {res['eta']:.6f}, "
          f"gamma = {res['gamma']:.6f} hartree")
    print(f"  Euclidean residual = {res['euclid']:.6e} hartree")
    print(f"  error/Euclidean = {ratio:.4f}, "
          f"1/sqrt(s_min) = {s_min**-0.5:.4f}")
    if b == 0.99:
        print(f"  in eV: error {res['err']*HARTREE_EV:.4f}, "
              f"eta {res['eta']*HARTREE_EV:.4f}, "
              f"Euclidean {res['euclid']*HARTREE_EV:.5f}")

eta_limit = np.sqrt(2 / 3) * a * abs(1.5 - np.sqrt(2 / (np.pi * a)))
assert np.isclose(res["eta"], eta_limit, rtol=5e-3)
print(f" limit of eta for b -> a: {eta_limit:.6f} hartree")
print("done: every assertion held")
```

Running it gives:

```
random problems: size 6, number 300
largest error/eta found: 0.9999
worst case on the overlap of 5 Gaussians:
  s_min = 1.721941e-03, 1/sqrt(s_min) = 24.0985
  error = 0.050000 hartree
  Euclidean residual = 2.074814e-03 hartree
  error/Euclidean residual = 24.0985
  factor if x^+x = 1, free shift: 580.74
two-orbital model:
  alpha = -0.5, Delta = 0.01 hartree, sigma = 0.99
  s_min = 0.0100, 1/sqrt(s_min) = 10.0000
  eigenvalues = -0.570888, -0.429112 hartree
  Rayleigh quotient = -0.500000 hartree
  Euclidean residual = 0.007089 hartree
  eta = 0.070888, error = 0.070888 hartree
  error/Euclidean residual = 10.0000
hydrogen atom, trial = Gaussian of exponent a = 1.0 bohr^-2
 b = 0.5 bohr^-2: sigma = 0.91545206, s_min = 8.4548e-02
  theta = -0.095769, E_1 = -0.378417, E_2 = 1.403962 hartree
  error = 0.282648, eta = 0.651073, gamma = 1.499732 hartree
  Euclidean residual = 2.620092e-01 hartree
  error/Euclidean = 1.0788, 1/sqrt(s_min) = 3.4391
 b = 0.9 bohr^-2: sigma = 0.99792172, s_min = 2.0783e-03
  theta = -0.095769, E_1 = -0.254622, E_2 = 2.146949 hartree
  error = 0.158853, eta = 0.596877, gamma = 2.242719 hartree
  Euclidean residual = 3.846149e-02 hartree
  error/Euclidean = 4.1302, 1/sqrt(s_min) = 21.9355
 b = 0.99 bohr^-2: sigma = 0.99998106, s_min = 1.8939e-05
  theta = -0.095769, E_1 = -0.234618, E_2 = 2.291305 hartree
  error = 0.138849, eta = 0.575711, gamma = 2.387075 hartree
  Euclidean residual = 3.543199e-03 hartree
  error/Euclidean = 39.1875, 1/sqrt(s_min) = 229.7850
  in eV: error 3.7783, eta 15.6659, Euclidean 0.09642
 b = 0.999 bohr^-2: sigma = 0.99999981, s_min = 1.8769e-07
  theta = -0.095769, E_1 = -0.232754, E_2 = 2.305408 hartree
  error = 0.136985, eta = 0.573519, gamma = 2.401177 hartree
  Euclidean residual = 3.513830e-04 hartree
  error/Euclidean = 389.8440, 1/sqrt(s_min) = 2308.2463
 limit of eta for b -> a: 0.573275 hartree
done: every assertion held
```
